# Surface Scattering and the Resistivity of a Thick Metal Film

A metal film occupies \(0<z<d\) and is wide in the other two directions. A uniform electric field \(E\) acts along \(x\), in the plane of the film. The conduction electrons have charge \(-e\), mass \(m\), density \(n\) and a spherical Fermi surface. They form a degenerate gas, and bulk collisions are described by one relaxation time \(\tau\). The bulk mean free path is \(\lambda=v_F\tau\), where \(v_F\) is the Fermi speed, and the bulk resistivity is \(\rho_0=1/\sigma_0\).

An electron that reaches either face is reflected specularly with probability \(p\), where \(0\le p<1\). Specular reflection reverses \(v_z\) and keeps \(v_x\). Otherwise the electron leaves in a random direction. Until part (f), \(p\) is the same constant for both faces and all angles. The motion is semiclassical and the response is linear in \(E\).

## (a) The bulk metal

**Find the steady distribution in an unbounded metal, and express \(\rho_0\lambda\) through \(n\).**

Write the distribution as \(f=f_0+f_1\), with \(f_0(\varepsilon)\) the Fermi function and \(f_1\) linear in \(E\). The force is \(-eE\), so the steady Boltzmann equation is

\[
v_z\frac{\partial f_1}{\partial z}-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}.
\]

Since \(\partial f_0/\partial k_x=\hbar v_x f_0'(\varepsilon)\),

\[
v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eEv_xf_0'(\varepsilon). \tag{1}
\]

In the bulk nothing depends on \(z\), and \(f_1^{\rm bulk}=eE\tau v_xf_0'\). The current density is

\[
j_x=-e\int\frac{2\,d^3k}{(2\pi)^3}v_xf_1
=e^2\tau E\int\frac{2\,d^3k}{(2\pi)^3}v_x^2(-f_0').
\]

The factor 2 counts spins. Isotropy replaces \(v_x^2\) by \(v^2/3\), and the angular integration turns \(2d^3k/(2\pi)^3\) into \(k^2dk/\pi^2\), with \(dk=d\varepsilon/(\hbar v)\). At low temperature \(-f_0'\) selects the Fermi energy, so

\[
\sigma_0=\frac{e^2\tau k_F^2v_F}{3\pi^2\hbar}=\frac{ne^2\tau}{m},
\]

where \(n=k_F^3/(3\pi^2)\) and \(v_F=\hbar k_F/m\) were used. Therefore

\[
\rho_0\lambda=\frac{mv_F}{ne^2}=\frac{\hbar k_F}{ne^2}
=\frac{\hbar(3\pi^2)^{1/3}}{e^2n^{2/3}}. \tag{2}
\]

The relaxation time has cancelled. In this model, at fixed \(n\), a purer or colder metal has a longer mean free path and a lower resistivity, with the same product.

## (b) The distribution in the film

**Find how the faces change \(f_1\).**

Measure \(f_1\) in units of its bulk value: \(f_1=eE\tau v_xf_0'\,G\). Let \(u=|\cos\theta|\), with \(\theta\) the angle between the velocity and the film normal, and define \(s=z/\lambda\), \(k=d/\lambda\). This \(k\) is a thickness ratio; wave numbers are written \(k_x\) or \(k_F\) from here on. For electrons moving up or down, \(v_z=\pm v_Fu\), and equation (1) becomes

\[
\pm u\frac{dG_\pm}{ds}=1-G_\pm .
\]

Electrons leaving a face after diffuse reflection are equally likely to have either sign of \(v_x\), so they contribute nothing to \(f_1\), which is odd in \(v_x\). This also conserves particles: the arriving \(f_1\), being odd in \(v_x\), carries no net number to the face. The specular fraction keeps \(v_x\), so

\[
G_+(0)=p\,G_-(0),\qquad G_-(k)=p\,G_+(k).
\]

The general solutions, with constants chosen at the face each group leaves, are

\[
G_+=1-Ae^{-s/u},\qquad G_-=1-Be^{-(k-s)/u}.
\]

Put \(\mathcal E=e^{-k/u}\). The boundary conditions read

\[
1-A=p(1-B\mathcal E),\qquad 1-B=p(1-A\mathcal E).
\]

Subtracting the second from the first gives \(B-A=p\mathcal E(A-B)\), or \((B-A)(1+p\mathcal E)=0\). Hence \(A=B\), and either condition then gives

\[
A=\frac{1-p}{1-p\mathcal E}. \tag{3}
\]

An electron leaving a face has lost part of its drift and recovers it over a path of order \(\lambda\), which is a depth of order \(\lambda u\).

## (c) The mean conductivity

**Find the film conductivity \(\sigma\), averaged over the thickness, as one integral over \(u\).**

The current weights \(G\) by \(v_x^2\). Averaged over the azimuth, \(v_x^2=v_F^2(1-u^2)/2\). Normalizing so that \(G=1\) gives the bulk value, the local conductivity is

\[
\frac{\sigma(s)}{\sigma_0}=\frac34\int_0^1(1-u^2)(G_++G_-)\,du, \tag{4}
\]

because \(\int_0^1(1-u^2)du=2/3\). The thickness average of either function is

\[
\frac1k\int_0^kG_\pm\,ds=1-\frac{Au}{k}(1-\mathcal E).
\]

The two groups contribute equally, so

\[
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\left[1-\frac{Au}{k}(1-\mathcal E)\right]du .
\]

The first term gives 1. Inserting (3) in the second,

\[
\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{2k}\int_0^1(u-u^3)\frac{1-e^{-k/u}}{1-pe^{-k/u}}\,du. \tag{5}
\]

This is the Fuchs-Sondheimer result for equal faces. As \(p\to1\) at fixed \(k\), it returns the bulk conductivity: a perfectly specular face does not change \(v_x\).

The integral can be compared with a calculation that does not use the Boltzmann equation. The conductivity is proportional to the time integral of the correlation \(\langle v_x(0)v_x(t)\rangle\), and \(v_x\) persists until a bulk collision or a diffuse reflection. For \(k=4\) and \(p=0.2\), averaging over two million random paths gives \(\sigma/\sigma_0=0.9248\pm0.0008\), and (5) gives 0.9251.

## (d) A thick film

**Extract the thick-film conductivity and bound what is left over.**

The fraction in (5) can be split without approximation:

\[
\frac{1-\mathcal E}{1-p\mathcal E}=1-\frac{(1-p)\mathcal E}{1-p\mathcal E}.
\]

The 1 contributes \(\int_0^1(u-u^3)du=\tfrac12-\tfrac14=\tfrac14\). Thus

\[
\frac{\sigma}{\sigma_0}=1-a+R,\qquad a=\frac{3(1-p)}{8k}=\frac{3\lambda(1-p)}{8d}, \tag{6}
\]

\[
R=\frac{3(1-p)^2}{2k}\int_0^1(u-u^3)\frac{e^{-k/u}}{1-pe^{-k/u}}\,du>0 .
\]

To bound \(R\), set \(t=1/u\). Then \((u-u^3)du\) becomes \((t^{-3}-t^{-5})dt\) on \(1<t<\infty\). There,

\[
t^{-3}-t^{-5}\le1-t^{-2}=\frac{(t-1)(t+1)}{t^2}\le2(t-1),
\]

because \(t+1\le2t^2\). The denominator is at least \(1-pe^{-k}\), and \(\int_1^\infty2(t-1)e^{-kt}dt=2e^{-k}/k^2\). Hence

\[
0<R\le\frac{3(1-p)^2e^{-k}}{k^3(1-pe^{-k})}. \tag{7}
\]

The conductivity therefore has no \(1/k^2\) term, nor any higher inverse power of \(k\). The remainder comes from electrons that cross from one face to the other without a bulk collision, an event whose probability is at most \(e^{-k}\).

**Where in the film is the conductivity lost?**

Near the lower face of a very thick film, \(G_-=1\) and \(G_+=1-(1-p)e^{-s/u}\). Equation (4) gives

\[
\frac{\sigma(s)}{\sigma_0}=1-\frac34(1-p)\int_0^1(1-u^2)e^{-s/u}du .
\]

At the face the integral is \(2/3\), and the local conductivity is \((1+p)/2\) of the bulk value. Integrating the deficit over depth, with \(\int_0^\infty e^{-s/u}ds=u\), gives

\[
\frac34(1-p)\int_0^1(u-u^3)du=\frac{3(1-p)}{16}.
\]

Each face thus costs as much conductance as removing a layer of thickness \(3(1-p)\lambda/16\). The two layers together make up the fraction \(a\) of the film. This is an equivalent thickness: the region near the face still conducts.

## (e) The resistivity and its range

**Find the first-order thick-film resistivity. How wrong is it, and what happens in a very thin film?**

With \(R\) neglected, \(\rho/\rho_0=1/(1-a)=1+a+a^2/(1-a)\). To first order in \(\lambda/d\),

\[
\boxed{\rho\simeq\rho_0\left[1+\frac{3\lambda(1-p)}{8d}\right]} \tag{8}
\]

Unlike the conductivity, the resistivity has a second-order term, which comes from taking the reciprocal. Relative to the full model result, (8) gives

\[
\frac{\rho_{\rm linear}}{\rho}=(1+a)(1-a+R)=1-a^2+(1+a)R. \tag{9}
\]

In a thick film it is too low by the fraction \(a^2\), to leading order.

For fully diffuse faces, \(p=0\), the shortfall is largest at \(k=0.38\), where it is 9.0 %. It vanishes at \(k=0.095\), and at \(k=0.01\) the linear law is too high by a factor 1.45. The agreement near \(k=0.095\) is a crossing of two different curves and does not extend the validity of the expansion.

The thin limit shows why they must cross. For \(p=0\), write (5) as

\[
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\left[1-\frac uk\left(1-e^{-k/u}\right)\right]du .
\]

For \(u\gg k\), expanding the exponential to second order reduces the bracket to \(k/(2u)\). The range \(u\lesssim k\) adds a term of order \(k\) without a logarithm. So, for \(k\ll1\),

\[
\frac{\sigma}{\sigma_0}\simeq\frac{3k}{4}\int_k^1\frac{du}{u}=\frac{3k}{4}\ln\frac1k .
\]

The logarithm comes from electrons moving nearly parallel to the film. Since (8) tends to \(3\rho_0/(8k)\), its ratio to the full result grows as \((9/32)\ln(1/k)\), which eventually exceeds 1. This is the leading logarithm only. The omitted term of order \(k\) adds a constant to the ratio, so this form gives 1.30 at \(k=0.01\) instead of 1.45, and it does not locate the crossing. The thin limit is also semiclassical. In a film with quantized transverse motion the smallest \(u\) is about \(\pi/(k_Fd)\), so the logarithm needs \(k\gg\pi/(k_Fd)\), that is \(d^2\gg\pi\lambda/k_F\). This can hold in a pure, cold metal with long \(\lambda\). For the platinum inputs of part (g) it requires \(d\gg1.3\) nm, while \(k=0.095\) would mean a film only about 0.7 nm thick.

## (f) Specularity that depends on angle

**Replace \(p\) by \(p(u)\), equal at both faces. What replaces \(p\) in the thick-film law?**

Specular reflection does not change \(u\), and diffusely reflected electrons contribute nothing to \(f_1\). Each \(u\) can therefore be treated separately, and (3) holds with \(p(u)\). The leading loss is

\[
a=\frac{3}{2k}\int_0^1(u-u^3)[1-p(u)]du=\frac{3(1-\bar p)}{8k},
\]

\[
\bar p=4\int_0^1(u-u^3)p(u)\,du. \tag{10}
\]

The remainder stays exponentially small. Since \((1-p)^2\le1-p\le1-p\mathcal E\), the steps of part (d) give \(R\le3e^{-k}/k^3\).

As an example, take a gently sloping surface with Gaussian height variations of root-mean-square size \(h\). A height change \(\eta\) shifts the phase of a reflected wave by \(2k_Fu\eta\). The mean amplitude is reduced by \(\exp(-2k_F^2h^2u^2)\), and its square is the specular probability:

\[
p(u)=\exp[-(2k_Fhu)^2].
\]

Grazing electrons, with small \(u\), are then reflected almost specularly. The rest is assumed to be scattered diffusely. This is a strong assumption: on a gently sloping surface, many of these electrons can leave close to the specular direction and keep most of \(v_x\), so the formula can overstate the surface resistance.

## (g) A platinum film

**Estimate the resistivity of a 30 nm platinum film near room temperature.**

Take the rough values \(\rho_0=11\ \mu\Omega\,\mathrm{cm}\) and an fcc lattice constant of 0.39 nm, and assume one effective carrier per atom and \(p=0.2\). An fcc cell holds four atoms, so

\[
n=\frac{4}{(0.39\times10^{-9}\,\mathrm m)^3}=6.74\times10^{28}\ \mathrm{m^{-3}}.
\]

Equation (2) gives \(\rho_0\lambda=7.67\times10^{-16}\ \Omega\,\mathrm{m^2}\). Dividing by \(\rho_0=1.1\times10^{-7}\ \Omega\,\mathrm m\) gives \(\lambda=6.97\) nm. Then

\[
k=\frac{30}{6.97}=4.30,\qquad a=\frac{3\times0.8}{8\times4.30}=0.0697 .
\]

The linear law gives \(11\times1.0697=11.77\ \mu\Omega\,\mathrm{cm}\). The full integral gives \(\sigma/\sigma_0=0.9303\), hence

\[
\rho=\frac{11}{0.9303}=11.82\ \mu\Omega\,\mathrm{cm}=1.182\times10^{-7}\ \Omega\,\mathrm m .
\]

The extra digits serve only to compare the two formulas; as an estimate for platinum, the result is about 12 \(\mu\Omega\,\mathrm{cm}\), or a sheet resistance \(\rho/d\) of about 4 Ω per square. The linear law is 0.48 % below the full result, as (9) predicts: \(a^2=0.0049\), slightly reduced by \(R=9\times10^{-5}\). The equivalent lost layer is \(0.15\lambda\), or about 1.0 nm, at each face.

With \(\lambda\) and \(p\) held fixed, the thickness dependence is:

| \(d\) (nm) | \(\rho/\rho_0\), full | \(\rho/\rho_0\), linear |
|---:|---:|---:|
| 100 | 1.021 | 1.021 |
| 30 | 1.075 | 1.070 |
| 10 | 1.243 | 1.209 |
| 5 | 1.491 | 1.418 |

At 5 nm, \(a=0.418\), and \(1/(1-a)=1.72\) is further from the full result than the linear law is. The film is then thinner than \(\lambda\), and \(R\) can no longer be dropped.

For the rough surface of part (f), \(h=0.12\) nm and \(k_F=12.6\ \mathrm{nm^{-1}}\) give \(\bar p=0.195\). At 30 nm, the full integral with \(p(u)\) and the one with constant \(\bar p\) both give a rise of 7.5 %; the ratios \(\rho/\rho_0\) differ by less than \(10^{-4}\).

## (h) Comparison with a real film

**Which neglected effects matter most for these numbers?**

Platinum has several Fermi-surface sheets with strong d character, so one free-electron sphere is a crude substitute. Holding \(\rho_0\), \(d\) and \(p\) fixed, half a carrier per atom gives \(\lambda=11.1\) nm and a surface rise of 12.3 %; two carriers give 4.4 nm and 4.6 %. The 7.5 % found above is therefore an estimate of size. Real deposited films are also usually polycrystalline, and their grain boundaries add resistance that (8) omits. A narrow interconnect line has side walls as well, which this wide-film model does not include.

To estimate the grain-boundary effect, let boundaries normal to \(x\) have mean spacing \(D\) and reflect an electron with probability \(R_g\). Reflections then occur at the rate \(R_g|v_x|/D\), and each reverses \(v_x\). Their effect on \(f_1\) is

\[
-\frac{R_g|v_x|}{D}[f_1(v_x)-f_1(-v_x)]=-\frac{2R_g|v_x|}{D}f_1 ,
\]

because \(f_1\) is odd in \(v_x\). So \(1/\tau\) is replaced by \(1/\tau+2R_g|v_x|/D\). With \(w=|v_x|/v_F\), which is uniformly distributed on \([0,1]\) over the Fermi sphere,

\[
\frac{\sigma_g}{\sigma_0}=3\int_0^1\frac{w^2\,dw}{1+\beta w}\simeq1-\frac{3\beta}{4},\qquad \beta=\frac{2R_g\lambda}{D}.
\]

This treats successive reflections as independent and neglects correlated returns to the same boundary. It is therefore an estimate for small \(R_g\); for flat boundaries at fixed positions, the returns make the actual rise larger. For \(D=30\) nm and an assumed \(R_g=0.2\), the integral gives a resistivity rise of 6.9 %, about as large as the surface effect. The near equality follows from the chosen inputs: the first-order rises are \(3R_g\lambda/(2D)\) and \(3(1-p)\lambda/(8d)\), and both prefactors equal 0.3. To first order the two rises add, to about 14 %. A measured excess resistivity therefore cannot be assigned to the surfaces without information on the grains.

Temperature matters more for the total than for the surface part. If \(\rho_0\) is taken proportional to absolute temperature, heating from 300 K to 373 K raises the film resistivity from 11.82 to 14.49 \(\mu\Omega\,\mathrm{cm}\). The surface addition changes only from 0.82 to 0.81 \(\mu\Omega\,\mathrm{cm}\). To first order it equals \(3(\rho_0\lambda)(1-p)/(8d)\), in which \(\rho_0\lambda\) is fixed by (2); the small decrease comes mainly from the second-order term \(\rho_0a^2\), which is proportional to \(1/\rho_0\).

Within the free-electron model, the other approximations are mild at 30 nm. The ratio \(k_BT/E_F\) is 0.004 at 300 K, and about 120 quantum subbands are occupied, so a continuous range of angles is a reasonable description. At 1 MA/cm², an electron moving one mean free path against the field gains about \(8\times10^{-6}\) eV, far below the thermal energy of 0.026 eV, which supports the linear response. Joule heating per volume is \(\rho j^2\), so at fixed current density \(j\) and fixed temperature, surface scattering raises it by the same 7.5 % as the resistivity. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
Finite-difference profile: largest error 9.8e-06
Paths k=0.5 p=0.0: sigma/sigma0 0.5219 +- 0.0005; integral 0.5219
Paths k=1.0 p=0.5: sigma/sigma0 0.8302 +- 0.0007; integral 0.8291
Paths k=4.0 p=0.2: sigma/sigma0 0.9248 +- 0.0008; integral 0.9251
Remainder/leading form, k=20, p=0.3: 0.6812
Remainder/leading form, k=40, p=0.3: 0.8135
Lost layer per face, p=0.2: 0.15000 lambda
Local sigma/sigma0 at face, p=0.2: 0.6000
p=0: linear law crosses full law at k = 0.0950
p=0: largest shortfall above crossing 8.99 %
p=0: that shortfall occurs at k = 0.377
p=0: linear/full resistivity at k=0.01: 1.454
Pt rough bulk resistivity: 11.0 microohm cm
Pt rough lattice constant: 0.39 nm
Effective carriers per atom: 1.0
Carrier density: 6.743e+28 m^-3
Fermi wave number: 12.59 nm^-1
Fermi speed: 1.458e+06 m/s
Fermi energy: 6.04 eV
rho0 lambda: 7.672e-16 ohm m^2
Mean free path: 6.97 nm
Relaxation time: 4.78 fs
Film thickness: 30.0 nm; p = 0.2
k = d/lambda: 4.302; a = 0.06974
sigma/sigma0, full integral: 0.93035
Remainder R: 9.22e-05; bound 3.28e-04
Full film resistivity: 11.824 microohm cm = 1.1824e-07 ohm m
Linear-law resistivity: 11.767 microohm cm = 1.1767e-07 ohm m
Linear-law shortfall: 0.48 %
Sheet resistance, full: 3.941 ohm per square
d=100 nm: rho/rho0 full 1.0214, linear 1.0209
d= 30 nm: rho/rho0 full 1.0749, linear 1.0697
d= 10 nm: rho/rho0 full 1.2429, linear 1.2092
d=  5 nm: rho/rho0 full 1.4908, linear 1.4184
Carriers/atom 0.5: lambda 11.07 nm, surface rise 12.30 %
Carriers/atom 2.0: lambda 4.39 nm, surface rise 4.60 %
Surface rise, example: 7.49 %
Grain size 30 nm, reflection 0.2: rise 6.94 %
Roughness: 0.12 nm; weighted mean p 0.1950
rho/rho0 with p(u): 1.07531
rho/rho0 with constant mean p: 1.07537
At 373 K: bulk 13.677, film 14.489 microohm cm
Surface addition at 300 K: 0.824 microohm cm
Surface addition at 373 K: 0.812 microohm cm
kT/E_F at 300 K: 0.00428
Occupied quantum subbands: 120
Current density: 1.0 MA/cm2
Field energy per mean free path: 8.25e-06 eV
Thermal energy at 300 K: 0.0259 eV
```
